# Choosing the cell charge for a semiconductor grain boundary

## The decision

A periodic calculation of a grain boundary asks for the total charge of the cell. If it is not zero, the program usually adds a uniform compensating background. The cell may be run neutral, with one extra electron, or with a fraction of one. Which choice represents the boundary in a doped film depends on how many electrons its traps hold in equilibrium. That number comes from a neutrality condition over the whole grain, typically far wider than the cell.

The guide derives this condition, solves it by bisection, and then returns to the cell charge.

## The model and its unknown

Take an n-type film as a periodic row of identical slab grains of width $L$. The donor density $N$ is uniform and fully ionized, the permittivity is $\varepsilon$, and no current flows. Each boundary plane carries acceptor-like traps, neutral when empty and of charge $-e$ when filled, where $e>0$. Their areal density per energy is $D(\delta)$, with $\delta$ the depth below the conduction edge $E_C$ at the boundary.

All energies are electron energies. The unknown is

$$u=E_C(\text{boundary})-E_F .$$

In a neutral grain the electron density $N_c e^{-(E_C-E_F)/kT}$ equals $N$, so there

$$\zeta\equiv E_C-E_F=kT\ln(N_c/N).$$

Here $N_c$ is the effective density of band states. This Boltzmann form requires $N$ to be well below $N_c$.

The band bending $\varphi$ is $E_C$ at the boundary minus $E_C$ at the grain centre. It differs from $u$, which fixes the electron density at the boundary, $N_ce^{-u/kT}$.

## Charge in the depleted layers

In the depletion approximation, free electrons are absent within a distance $w$ on each side of the boundary, and the rest of the grain is neutral. Let $x$ be the distance from the boundary. Gauss's law gives the magnitude of the slope of $E_C$ as

$$F(x)=\frac{e^2N}{\varepsilon}(w-x),$$

which vanishes at the depletion edge. Integrating over the layer,

$$\varphi=\int_0^wF\,dx=\frac{e^2Nw^2}{2\varepsilon}.$$

Both sides supply charge to one boundary, so the donor charge per area, in units of $e$, is $n=2Nw$. Substituting $w=n/(2N)$,

$$\varphi=\frac{e^2n^2}{8\varepsilon N},\qquad n=\sqrt{\frac{8\varepsilon N\varphi}{e^2}} .$$

The layers from neighbouring boundaries meet when $w=L/2$. The charge can then grow no further than $NL$, and the bending stops at

$$\varphi_{\max}=\frac{e^2NL^2}{8\varepsilon}.$$

If the traps can take still more electrons, $E_F$ moves down relative to the whole band profile. The centre is no longer neutral, and $u$ grows at fixed $\varphi$. Both cases are contained in

$$n_{\rm dep}(u)=\min\left\{\sqrt{8\varepsilon N(u-\zeta)/e^2},\;NL\right\},\qquad \varphi=\min(u-\zeta,\varphi_{\max}).$$

## Trap occupancy

The occupancy follows from minimizing a free energy. The electrostatic energy density is $\varepsilon F^2/(2e^2)$, so the two layers store, per boundary area,

$$2\int_0^w\frac{\varepsilon}{2e^2}\left(\frac{e^2N}{\varepsilon}\right)^2(w-x)^2dx=\frac{e^2N^2w^3}{3\varepsilon}=\frac{e^2n^3}{24\varepsilon N}.$$

Before bending, a trap lies at $\zeta-\delta$ relative to $E_F$. Let $f(\delta)$ be the filled fraction and $n=\int Df\,d\delta$. With one state for each charge of the trap,

$$G=\frac{e^2n^3}{24\varepsilon N}+\int D\left\{(\zeta-\delta)f+kT[f\ln f+(1-f)\ln(1-f)]\right\}d\delta .$$

The last term is $-T$ times the mixing entropy. Since $\delta n/\delta f=D$, setting the variation with respect to $f$ to zero and dividing by $D$ gives

$$\frac{e^2n^2}{8\varepsilon N}+\zeta-\delta+kT\ln\frac{f}{1-f}=0 .$$

The first term is $\varphi$, and $\varphi+\zeta=u$. Therefore

$$f=\frac{1}{1+e^{(u-\delta)/kT}},\qquad n_t(u)=\int\frac{D(\delta)\,d\delta}{1+e^{(u-\delta)/kT}} .$$

In a fully depleted grain $n=NL$ is fixed, and so is the field energy. Minimizing under this constraint gives the same function, with $E_F$ as the Lagrange multiplier.

A direct count tests the partly depleted case. For $3\times10^{12}$ cm$^{-2}$ traps, all 0.50 eV deep, in the film specified below, the most probable filling of a patch of 200,000 traps is 0.9029. The neutrality root gives the same value.

## Bisection with a guaranteed bracket

Equilibrium requires

$$n_{\rm dep}(u)=n_t(u).$$

As $u$ rises, every trap loses occupancy, so $n_t$ falls strictly, while $n_{\rm dep}$ never falls. There is at most one root.

At the lower end $u=\zeta$ the depletion charge is zero and the traps hold some electrons, so $n_{\rm dep}-n_t<0$. For the upper end, let $\delta_m$ be the greatest trap depth and $N_{\rm tot}$ the total trap density. Since $1/(1+e^y)<e^{-y}$,

$$n_t(u)<N_{\rm tot}\,e^{(\delta_m-u)/kT}.$$

The right side is at most $NL$ if $u\ge\delta_m+kT\ln(N_{\rm tot}/NL)$. If also $u\ge\zeta+\varphi_{\max}$, then $n_{\rm dep}=NL$. A safe upper end is therefore

$$u_{\rm hi}=\max\left\{\zeta+\varphi_{\max},\;\delta_m+kT\ln\max\left(1,\frac{N_{\rm tot}}{NL}\right)\right\}.$$

The procedure is:

1. Evaluate both charges at the midpoint.
2. If $n_{\rm dep}<n_t$, replace the lower end by the midpoint; otherwise replace the upper end.
3. Stop when the bracket is no wider than the tolerance $\tau$, and return its midpoint.

After $k$ halvings the width is $(u_{\rm hi}-\zeta)/2^k$, so $k=\lceil\log_2[(u_{\rm hi}-\zeta)/\tau]\rceil$.

The depletion type need not be guessed. Solve once without the cap and call the resulting layer width $w_\infty$. If $L>2w_\infty$, that root has $u-\zeta<\varphi_{\max}$ and also solves the capped equation. If $L\le2w_\infty$, the grain is fully depleted.

The argument assumes acceptor-like traps. If donor-like traps leave the boundary positive at $u=\zeta$, the lower end has the wrong sign and the boundary attracts electrons instead of depleting the grain.

## Two limits

Suppose all traps are much deeper than $u$ on the scale of $kT$. They are then full, $n=N_{\rm tot}$, and a partly depleted grain has $\varphi=e^2N_{\rm tot}^2/(8\varepsilon N)$: more doping lowers the bending. In a fully depleted grain of fixed width, $\varphi=e^2NL^2/(8\varepsilon)$, and more doping raises it.

For partly filled traps, the response follows from the slopes $a=dn_{\rm dep}/du=n/(2\varphi)$ and $b=-dn_t/du$. Let $\zeta$ shift by $\Delta\zeta$ and all trap depths by $\Delta\delta$. To first order, neutrality requires $a(\Delta u-\Delta\zeta)=-b(\Delta u-\Delta\delta)$, hence

$$\Delta u=\frac{a\,\Delta\zeta+b\,\Delta\delta}{a+b}.$$

If $b\gg a$, $u$ follows the traps: the Fermi level is pinned. In a fully depleted grain $a=0$, and $u$ follows a common shift of the traps completely.

## Worked example

Round parameters are used: relative permittivity 8.5, effective mass 0.28 electron masses, $T=300$ K and $N=5\times10^{17}$ cm$^{-3}$. They give $kT=25.85$ meV, $N_c=3.72\times10^{18}$ cm$^{-3}$ and $\zeta=0.0519$ eV.

The traps form a Gaussian band of $3\times10^{12}$ cm$^{-2}$, centred 0.50 eV deep with standard deviation 0.05 eV. An exponential tail of $2\times10^{12}$ cm$^{-2}$ decays from the band edge with energy 0.20 eV and is cut at 1.5 eV.

For hand work, $e^2/\varepsilon=2.1288$ eV nm, $N=5\times10^{-4}$ nm$^{-3}$, and 1 nm$^{-2}=10^{14}$ cm$^{-2}$.

**A 100 nm grain.** The bracket is 0.0519 to 1.5000 eV, with midpoint 0.7759 eV. There $u-\zeta=0.7240$ eV and

$$n_{\rm dep}=\sqrt{\frac{8(5\times10^{-4})(0.7240)}{2.1288}}=0.0369\ \text{nm}^{-2}=3.69\times10^{12}\ \text{cm}^{-2}.$$

The traps hold only $0.04\times10^{12}$ cm$^{-2}$, so the upper half is discarded. At the next midpoint, 0.4139 eV, the charges are $2.61$ and $2.95\times10^{12}$ cm$^{-2}$, and the lower half is discarded. The root is

$$u=0.438\ \text{eV},\qquad \varphi=0.438-0.052=0.386\ \text{eV},$$

with $n_t=2.69\times10^{12}$ cm$^{-2}$. The layer width is $w=0.02694/(2\times5\times10^{-4})=26.9$ nm, less than half the grain. Full depletion sets in at $L=2w=53.9$ nm.

**A 30 nm grain.** With everything but the width held fixed, $NL=1.50\times10^{12}$ cm$^{-2}$ and

$$\varphi_{\max}=\frac{2.1288(5\times10^{-4})(30)^2}{8}=0.120\ \text{eV}.$$

The root is $u=0.509$ eV. At $u=0.50$ eV the symmetric Gaussian band is half full and holds $1.50\times10^{12}$ cm$^{-2}$, already all that the donors supply. The tail holds some electrons too, so the root lies slightly deeper.

The smaller grain has less than a third of the bending, yet its boundary electron density is lower: $1.0\times10^{10}$ against $1.6\times10^{11}$ cm$^{-3}$. Comparing $\varphi$ alone would reverse the order.

## What the depletion approximation costs

Retaining free electrons, let $v(x)=E_C(x)-E_F$, with $x$ now measured from the grain centre. Poisson's equation is

$$v''=\frac{e^2N}{\varepsilon}\left[1-e^{-(v-\zeta)/kT}\right],\quad v'(0)=0,\quad \frac{2\varepsilon}{e^2}v'(L/2)=n_t(u).$$

The last condition is Gauss's law for the two sides of the charged plane. Multiply the equation by $v'$ and integrate from the centre, where $v=v_c$, to the boundary, where $v=u$:

$$\frac{v'(L/2)^2}{2}=\frac{e^2N}{\varepsilon}\left\{u-v_c-kT\left[e^{-(v_c-\zeta)/kT}-e^{-(u-\zeta)/kT}\right]\right\}.$$

Inserting the boundary condition gives $n_t^2=(8\varepsilon N/e^2)\{\cdots\}$ with the same braces. If $v_c$ were below $\zeta$, $v$ would curve downward and the boundary slope would be negative, contradicting $n_t>0$. Hence $v_c\ge\zeta$, and the braces are at most $u-\zeta$. Also $v''\le e^2N/\varepsilon$, so $n_t\le NL$ and the bending is at most $\varphi_{\max}$. Thus $n_t\le n_{\rm dep}$ at the Poisson solution, and the depletion root is a lower bound on its $u$.

For a well-separated boundary $v_c\to\zeta$, and the braces become $\varphi-kT(1-e^{-\varphi/kT})$. Using this in place of $\varphi$ under the square root gives a corrected bisection. For the 100 nm grain it yields $u=0.4436$ eV, equal to the numerical Poisson result at this precision; the uncorrected root is 0.4381 eV.

The shift is much smaller than $kT$ because the traps respond. The correction acts like $\Delta\zeta\approx kT$ in the charge balance. Here $a=2.694/(2\times0.3862)=3.5$ and, from the bisection points at 0.4139 and 0.4592 eV, $b\approx12.4$, both in $10^{12}$ cm$^{-2}$ eV$^{-1}$. Then $\Delta u\approx25.85\times3.5/15.9=5.7$ meV, close to the 5.5 meV found.

Full depletion is a crossover. At 60 nm the simple model predicts a neutral centre, but Poisson's equation gives a central electron density of $0.49N$ and a bending of 0.374 instead of 0.386 eV. At 30 nm the density is about $2\times10^{-6}N$, and the two results agree to the printed 0.1 meV.

## Translating the root into a cell charge

For a cell with boundary area $A$ and one boundary, the equilibrium average is $n_tA$ extra electrons. With $A=1$ nm$^2$, this is 0.027 for the 100 nm grain and 0.015 for the 30 nm grain. One electron per cell matches these averages only if $A$ is about 37 or 67 nm$^2$. In a smaller cell, an integer charge describes an occupied trap, not the average boundary.

The average charge produces a slope $e^2n_t/(2\varepsilon)$ beside the plane: for the 100 nm grain, $2.1288\times0.02694/2=0.029$ eV/nm, or 0.29 MV/cm. Across 1 nm the band edge moves by about 0.03 eV. If that is small compared with the energies of interest, a neutral cell is a reasonable description of the average boundary.

The trap depth requires a different calculation. Adding an electron costs $E(-1)-E(0)$, the energy difference between the negative and neutral cells, so

$$\delta=E_C-[E(-1)-E(0)],$$

with both terms on the same potential reference. The charged cell contains an artificial bending. Its background density is $1/(AL_c)$ for cell width $L_c$. Averaged over the boundary plane, this is a fully depleted grain with $n=1/A$. Put $N=1/(AL_c)$ into the field energy and multiply by $A$:

$$\Delta E=A\,\frac{e^2(1/A)^3}{24\varepsilon/(AL_c)}=\frac{e^2L_c}{24\varepsilon A}.$$

For $A=1$ nm$^2$ and $L_c=3$ nm this is $2.1288\times3/24=0.27$ eV, using the static permittivity. It does not belong in $\delta$, because the grain's bending is already counted in $u$. Widening the cell at fixed $A$ increases this term.

It must not be removed alone, however. The lateral interaction between periodic copies of a localized trap is of similar size and opposite sign. For a point charge in a cell of 1 × 1 × 3 nm with the same permittivity it is about $-0.33$ eV, so the whole artificial energy is about $-0.06$ eV. The correction to subtract from $E(-1)$ is this sum.

The guidance, within this model, is:

- Use a neutral cell for the average boundary when the equilibrium field is weak on the scale of interest.
- Use integer charges, with finite-size corrections, to obtain trap depths.
- Put those depths and their areal densities into the neutrality equation to find the occupancy. Do not infer it from the charge chosen for a small cell.

## Other errors and the real film

The response formula also accounts for uncertain inputs. If a filled trap has half as many available states as an empty one, every depth shifts by $-kT\ln2=-17.9$ meV. Then $u$ shifts by $-14$ meV at 100 nm and by the full $-18$ meV at 30 nm. Degenerate statistics raise $\varphi$ in the 100 nm grain by 1 meV; a 10% larger mass lowers it by 3 meV. At 360 K, with the trap spectrum fixed, that bending is 0.368 eV.

Full ionization of the donors is an assumption too. With this mass and permittivity, an isolated hydrogenic donor would be 53 meV deep and only about half ionized in a neutral grain at 300 K. That raises $\zeta$ and lowers the 100 nm bending by about 14 meV. Shallower donors give a smaller shift.

Tunnelling affects the current, not this equilibrium. A WKB estimate through the parabolic barrier, with full transmission above its top, multiplies the 100 nm current by 2.9, equivalent to lowering the barrier by 28 meV. WKB overstates the transmission near the cusped top, where the exact one-dimensional value is about 0.76; with the exact transmission the factor is 2.7, or 26 meV.

The trapped charge has also been smeared over the boundary plane. For discrete, randomly placed traps, repulsion between filled ones raises $u$ in the 30 nm grain by roughly 0.03 eV. In the 100 nm grain, where 54% of all traps are filled (82% of the Gaussian band, 11% of the tail), the bending rises by only about 0.01 eV. The local band edge then varies from one trap site to another with a standard deviation of roughly 0.07 to 0.09 eV, so $u$ describes an average band edge and $N_ce^{-u/kT}$ is the electron density of the smeared model, not a local value.

Real grains are not slabs with smeared donors. A columnar grain shows the effect of shape. For a fully depleted cylinder of diameter 30 nm, Gauss's law gives a slope $e^2Nr/(2\varepsilon)$ at radius $r$, and hence a bending of 0.060 eV, half the slab value. Its boundary receives $NL/2$ electrons per area, counting both neighbours, and $u$ rises from 0.509 to 0.555 eV. A 30 nm cube contains on average 13.5 donors. Independent random placement gives a 27% spread in their number. If each grain is treated as uniformly doped, its full-depletion bending spreads by the same fraction: about 33 meV with the slab formula, but about 15 meV for a cube with all faces at one potential, whose boundary-to-centre bending at the average donor number is only 0.054 eV. For small grains, shape and donor number therefore matter far more than the bisection tolerance. The numerical output lists further grain widths and the first five bisection steps for the 100 nm and 30 nm grains.

## Computed values

```
T = 300 K, kT = 25.85 meV
relative permittivity 8.5, mass 0.28 m_e
donors N = 5.00e+17 cm^-3
band states N_c = 3.718e+18 cm^-3
zeta = 0.0519 eV; e^2/eps = 2.1288 eV nm
Debye length = 4.93 nm
trap band 3.0e+12 cm^-2, depth 0.50 eV, sigma 0.05 eV
trap tail 2.0e+12 cm^-2, decay 0.20 eV, cut at 1.5 eV
all traps to the cut = 4.999e+12 cm^-2
-- L = 100 nm, fully depleted: False
N L = 5.00e+12 cm^-2, phi_max = 1.3305 eV
bracket 0.0519 to 1.5000 eV, 31 halvings to 1e-09 eV
step 1: u=0.7759 eV n_dep=3.688e+12 n_t=4.182e+10 cm^-2
step 2: u=0.4139 eV n_dep=2.608e+12 n_t=2.954e+12 cm^-2
step 3: u=0.5949 eV n_dep=3.194e+12 n_t=3.463e+11 cm^-2
step 4: u=0.5044 eV n_dep=2.916e+12 n_t=1.585e+12 cm^-2
step 5: u=0.4592 eV n_dep=2.766e+12 n_t=2.393e+12 cm^-2
root u = 0.4381 eV, phi = 0.3862 eV
trapped = 2.694e+12 cm^-2, electrons at boundary = 1.63e+11 cm^-3
-- L = 30 nm, fully depleted: True
N L = 1.50e+12 cm^-2, phi_max = 0.1197 eV
bracket 0.0519 to 1.5311 eV, 31 halvings to 1e-09 eV
step 1: u=0.7915 eV n_dep=1.500e+12 n_t=3.843e+10 cm^-2
step 2: u=0.4217 eV n_dep=1.500e+12 n_t=2.880e+12 cm^-2
step 3: u=0.6066 eV n_dep=1.500e+12 n_t=2.742e+11 cm^-2
step 4: u=0.5141 eV n_dep=1.500e+12 n_t=1.405e+12 cm^-2
step 5: u=0.4679 eV n_dep=1.500e+12 n_t=2.250e+12 cm^-2
root u = 0.5090 eV, phi = 0.1197 eV
trapped = 1.500e+12 cm^-2, electrons at boundary = 1.05e+10 cm^-3
100 nm grain: w = 26.94 nm, critical L = 53.88 nm
single-level filling: count 0.90290, root 0.90290
L nm | u dep, u Poisson | phi dep, phi Poisson (eV) | n_centre/N
20 | 0.5376 0.5376 | 0.0532 0.0532 | 5.42e-08
30 | 0.5090 0.5090 | 0.1197 0.1197 | 2.15e-06
50 | 0.4522 0.4543 | 0.3326 0.3255 | 5.09e-02
60 | 0.4381 0.4447 | 0.3862 0.3743 | 4.88e-01
100 | 0.4381 0.4436 | 0.3862 0.3914 | 9.89e-01
corrected bisection, 100 nm: u = 0.4436 eV
-- neglected effects
degenerate gas: zeta 0.0506 eV, phi(100 nm) shift +0.96 meV
trap factor 2: u shift -14.1 (100 nm), -17.9 meV (30 nm)
360 K: u = 0.4386 (100 nm), 0.5098 eV (30 nm)
360 K: phi = 0.3679 (100 nm), 0.1197 eV (30 nm)
mass +10 %: phi(100 nm) shift -2.90 meV
WKB current gain (100 nm) 2.93, as barrier lowering 27.8 meV
peak field: 0.287 (100 nm), 0.160 MV/cm (30 nm)
donors in a 30 nm cube 13.5, spread 27 %, in phi 33 meV
30 nm column: phi = 0.0599 eV, u = 0.5547 eV
```
